# Phosphorus ionization energy in silicon from the 2p± infrared line: a numerical check

```python
"""
Result under test: a donor line from the ground state to 2p+- at photon energy
h*nu gives the ionization energy E_I = h*nu + E_b, where E_b is the binding
energy of 2p+- below the conduction-band edge.
Independent road: diagonalize the one-valley effective-mass Hamiltonian
  H = -(hbar^2/2mt)(dx^2+dy^2) - (hbar^2/2ml)dz^2 - e^2/(4 pi eps0 eps r)
      - V0 exp(-r^2/r0^2)
mt, ml: transverse and longitudinal masses; eps: relative permittivity;
V0, r0: depth and radius of a model donor core. Energies in meV, lengths in nm.
Basis: rho^m exp(i m phi) z^p exp(-a rho^2 - b z^2), with m, p = 0 or 1.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

MEV = 1e-3 * const.e
KINETIC = const.hbar**2 / (2 * const.m_e) / MEV * 1e18       # meV nm^2
COULOMB = const.e**2 / (4 * np.pi * const.epsilon_0) / MEV * 1e9  # meV nm
MT, ML, EPS = 0.1905, 0.9163, 11.4
LINE, BIND = 39.19, 6.40


class Block:
    """All states of one azimuthal number m and one z-parity p."""

    def __init__(self, m, p, mt=MT, ml=ML, eps=EPS, step=2.2,
                 ratios=(0.5, 1.0, 2.0, 4.0, 8.0)):
        self.m, self.p = m, p
        count = int(np.log(5e5) / np.log(step)) + 1
        radial = 4e-4 * step**np.arange(count)
        a = np.repeat(radial, len(ratios))
        b = a * np.tile(ratios, count)
        self.A = a[:, None] + a[None, :]
        self.B = b[:, None] + b[None, :]
        overlap = self.gauss(self.A, self.B)
        kin = overlap * (
            KINETIC / mt * 4 * (m + 1) * np.outer(a, a) / self.A
            + KINETIC / ml * 2 * (2 * p + 1) * np.outer(b, b) / self.B)
        # 1/r = (2/sqrt(pi)) * integral of exp(-t^2 r^2) dt, with t = exp(x)
        h = 0.25
        inverse_r = np.zeros_like(overlap)
        for t in np.exp(np.arange(-36.0, 20.0, h)):
            inverse_r += h * t * self.gauss(self.A + t*t, self.B + t*t)
        inverse_r *= 2 / np.sqrt(np.pi)
        norm = 1 / np.sqrt(np.diag(overlap))
        self.scale = np.outer(norm, norm)
        s, u = np.linalg.eigh(overlap * self.scale)
        keep = s > 1e-8        # remove nearly dependent combinations
        self.X = u[:, keep] / np.sqrt(s[keep])
        self.H = self.project(kin - COULOMB / eps * inverse_r)
        self.R2 = self.project(overlap * (
            (m + 1) / self.A + (2 * p + 1) / (2 * self.B)))

    def gauss(self, A, B):
        """Integral of rho^(2m) z^(2p) exp(-A rho^2 - B z^2), m,p = 0 or 1."""
        return (np.pi / A**(self.m + 1) * np.sqrt(np.pi / B)
                / (2 * B)**self.p)

    def project(self, matrix):
        out = self.X.T @ (matrix * self.scale) @ self.X
        return (out + out.T) / 2

    def binding(self, depth=0.0, radius=1.0):
        h = self.H
        if depth:
            c = 1 / radius**2
            h = h - depth * self.project(self.gauss(self.A + c, self.B + c))
        return -eigh(h, eigvals_only=True)[:3]

    def rms_radius(self):
        vec = eigh(self.H)[1][:, 0]
        return np.sqrt(vec @ self.R2 @ vec)


# Isotropic limit: the hydrogen series must appear in every symmetry block.
rydberg = const.value("Rydberg constant times hc in eV") * 1e3
iso = rydberg * MT / EPS**2
iso_s = Block(0, 0, ml=MT).binding()
iso_pm = Block(1, 0, ml=MT).binding()
iso_p0 = Block(0, 1, ml=MT).binding()
for found, wanted in ((iso_s[0], iso), (iso_s[1], iso / 4),
                      (iso_pm[0], iso / 4), (iso_p0[0], iso / 4)):
    assert abs(found / wanted - 1) < 1e-3

# Silicon without a donor core.
even, pm, p0 = Block(0, 0), Block(1, 0), Block(0, 1)
e_1s, e_2s = even.binding()[:2]
e_2pm, e_3pm = pm.binding()[:2]
e_2p0 = p0.binding()[0]
other = Block(1, 0, step=1.9, ratios=(0.7, 1.4, 2.8, 5.6)).binding()[0]
assert abs(other - e_2pm) < 0.01
assert abs(e_2pm - BIND) < 0.03

# Permittivity dependence, from a new diagonalization.
EPS_ALT = 11.7
e_alt = Block(1, 0, eps=EPS_ALT).binding()[0]
assert abs(e_alt / e_2pm - (EPS / EPS_ALT)**2) < 1e-3

# The inference, then model donors whose line is tuned to the datum.
ionization = LINE + BIND
cores = []
for radius in (0.25, 0.50):
    def line_error(depth):
        return (even.binding(depth, radius)[0]
                - pm.binding(depth, radius)[0] - LINE)
    depth = brentq(line_error, 0.0, 3 * KINETIC / MT / radius**2,
                   xtol=1e-7)
    s_levels = even.binding(depth, radius)
    shift_pm = pm.binding(depth, radius)[0] - e_2pm
    shift_p0 = p0.binding(depth, radius)[0] - e_2p0
    shift_1s, shift_2s = s_levels[0] - e_1s, s_levels[1] - e_2s
    assert abs(s_levels[0] - ionization) < 0.06
    assert 0 < shift_pm < 0.05
    assert shift_2s > 20 * shift_pm and shift_1s > 200 * shift_pm
    cores.append((radius, depth, s_levels[0], shift_1s, shift_2s,
                  shift_p0, shift_pm))

# Sizes of neglected effects.
rms = pm.rms_radius()
ION_DENSITY = 1e14                                   # cm^-3, rough
spacing = ION_DENSITY**(-1 / 3) * 1e7                # nm
gradient_shift = COULOMB / (EPS * spacing) * (rms / spacing)**2
assert gradient_shift < 0.05
UPPER_GAP = 12.0                                     # meV, rough


def upper_population(temperature):
    return 5 * np.exp(-UPPER_GAP * MEV / (const.k * temperature))


assert upper_population(10) < 1e-3 < upper_population(77)
to_wavenumber = MEV / (const.h * const.c * 100)
wavelength = const.h * const.c / (LINE * MEV) * 1e6
rounding = 0.005 + 0.005

print(f"Input line energy: {LINE:.2f} meV")
print(f"Input 2p+- binding energy: {BIND:.2f} meV")
print(f"Inferred ionization energy: {ionization:.2f} meV")
print(f"Line wavenumber: {LINE * to_wavenumber:.1f} cm^-1")
print(f"Line wavelength: {wavelength:.2f} um")
print(f"Ionization wavenumber: {ionization * to_wavenumber:.1f} cm^-1")
print(f"Largest rounding error of the sum: {rounding:.2f} meV")
print(f"Wrong result if subtracted: {LINE - BIND:.2f} meV")
print(f"Transverse mass: {MT:.4f} m0")
print(f"Longitudinal mass: {ML:.4f} m0")
print(f"Relative permittivity: {EPS:.1f} (no unit)")
print("Binding energies computed without a donor core:")
for name, value in (("1s", e_1s), ("2p0", e_2p0), ("2s", e_2s),
                    ("2p+-", e_2pm), ("3p+-", e_3pm)):
    print(f"  {name}: {value:.2f} meV")
print(f"2p+- in the second basis: {other:.3f} meV")
print(f"Inferred E_I minus coreless 1s: {ionization - e_1s:.2f} meV")
print(f"Predicted 2p0 line: {ionization - e_2p0:.2f} meV")
print(f"Predicted 3p+- line: {ionization - e_3pm:.2f} meV")
for radius, depth, level, d1s, d2s, dp0, dpm in cores:
    print(f"Model core radius: {radius:.2f} nm")
    print(f"  fitted depth: {depth / 1000:.3f} eV")
    print(f"  ionization energy from 1s eigenvalue: {level:.3f} meV")
    print(f"  core shift of 1s: {d1s:.2f} meV")
    print(f"  core shift of 2s: {d2s:.2f} meV")
    print(f"  core shift of 2p0: {dp0:.4f} meV")
    print(f"  core shift of 2p+-: {dpm:.4f} meV")
print(f"Alternative permittivity: {EPS_ALT:.1f} (no unit)")
print(f"  2p+- binding energy: {e_alt:.2f} meV")
print(f"  change of binding energy: {e_alt - e_2pm:.2f} meV")
print(f"  resulting ionization energy: {LINE + e_alt:.2f} meV")
print(f"2p+- rms radius: {rms:.1f} nm")
print(f"Charged impurity density (rough): {ION_DENSITY:.0e} cm^-3")
print(f"  mean spacing: {spacing:.0f} nm")
print(f"  field-gradient shift estimate: {gradient_shift:.4f} meV")
print(f"Upper 1s levels above ground (rough): {UPPER_GAP:.0f} meV")
for temperature in (10, 77):
    print(f"  upper/ground population at {temperature} K: "
          f"{upper_population(temperature):.2g} (ratio)")
print("all assertions hold")
```

Running it gives:

```
Input line energy: 39.19 meV
Input 2p+- binding energy: 6.40 meV
Inferred ionization energy: 45.59 meV
Line wavenumber: 316.1 cm^-1
Line wavelength: 31.64 um
Ionization wavenumber: 367.7 cm^-1
Largest rounding error of the sum: 0.01 meV
Wrong result if subtracted: 32.79 meV
Transverse mass: 0.1905 m0
Longitudinal mass: 0.9163 m0
Relative permittivity: 11.4 (no unit)
Binding energies computed without a donor core:
  1s: 31.26 meV
  2p0: 11.49 meV
  2s: 8.86 meV
  2p+-: 6.40 meV
  3p+-: 3.12 meV
2p+- in the second basis: 6.402 meV
Inferred E_I minus coreless 1s: 14.33 meV
Predicted 2p0 line: 34.10 meV
Predicted 3p+- line: 42.47 meV
Model core radius: 0.25 nm
  fitted depth: 2.307 eV
  ionization energy from 1s eigenvalue: 45.593 meV
  core shift of 1s: 14.33 meV
  core shift of 2s: 1.40 meV
  core shift of 2p0: 0.0124 meV
  core shift of 2p+-: 0.0007 meV
Model core radius: 0.50 nm
  fitted depth: 0.493 eV
  ionization energy from 1s eigenvalue: 45.596 meV
  core shift of 1s: 14.33 meV
  core shift of 2s: 1.34 meV
  core shift of 2p0: 0.0661 meV
  core shift of 2p+-: 0.0039 meV
Alternative permittivity: 11.7 (no unit)
  2p+- binding energy: 6.08 meV
  change of binding energy: -0.32 meV
  resulting ionization energy: 45.27 meV
2p+- rms radius: 13.7 nm
Charged impurity density (rough): 1e+14 cm^-3
  mean spacing: 215 nm
  field-gradient shift estimate: 0.0024 meV
Upper 1s levels above ground (rough): 12 meV
  upper/ground population at 10 K: 4.5e-06 (ratio)
  upper/ground population at 77 K: 0.82 (ratio)
all assertions hold
```
